**Lanczos matrix and Ritz values from conjugate gradient coefficients**

For a symmetric positive definite matrix $A$, the program rebuilds the Lanczos matrix $T_k$ from the CG step lengths $\alpha_j$ and direction coefficients $\beta_j$. It asserts agreement with an explicit projection of $A$ on an orthonormal Krylov basis, both for a random matrix with a nonzero starting guess and for an electron in a box. An independent Cholesky factorization supplies the pivots $1/\alpha_j$ and multipliers $\sqrt{\beta_j}$. Further assertions cover the Galerkin iterates, the alternating residual signs, the conjugacy of the directions and the Ritz error bound. In the box model, five steps bring the lowest Ritz value to 1.1171 eV, against an eigenvalue of 1.1165 eV. The accumulated polarizability, $9.324\times10^{-39}$ C m²/V, is asserted to agree with the energy curvature in a finite field within a relative tolerance of $10^{-4}$. A last case shows four copies of one isolated eigenvalue after 25 floating-point CG steps, but one copy when the basis is reorthogonalized.

## Check in Python

```python
"""
Conjugate gradients (CG) as an LDL^T factorization of the Lanczos matrix.

Result under test, for A symmetric positive definite and r_0 = b - A x_0:
the CG coefficients alpha_j (step lengths) and beta_j (direction updates)
give the Lanczos tridiagonal matrix T_k of A started from r_0:
    T[1,1]   = 1/alpha_0
    T[j,j]   = 1/alpha_(j-1) + beta_(j-2)/alpha_(j-2)     (j >= 2)
    T[j+1,j] = sqrt(beta_(j-1))/alpha_(j-1)
The pivots of T = L D L^T are 1/alpha_(j-1); the subdiagonal entries of L
are sqrt(beta_(j-1)). Eigenvalues of T_k are the Ritz values.

Worked example: static response of an electron in a one-dimensional box.
Energies are in eV and lengths in nm.
"""
import numpy as np
from scipy import constants as const


def conjugate_gradients(A, b, x0, steps):
    """Return alpha, beta and the lists of iterates, residuals, directions."""
    x = x0.copy()
    r = b - A @ x
    p = r.copy()
    iterates, residuals, directions = [x], [r], [p]
    alphas, betas = [], []
    for _ in range(steps):
        Ap = A @ p
        rr = r @ r
        alpha = rr / (p @ Ap)
        x = x + alpha * p
        r = r - alpha * Ap
        beta = (r @ r) / rr
        p = r + beta * p
        alphas.append(alpha)
        betas.append(beta)
        iterates.append(x)
        residuals.append(r)
        directions.append(p)
    return np.array(alphas), np.array(betas), iterates, residuals, directions


def tridiagonal_from_cg(alphas, betas, k):
    """Lanczos matrix of order k built only from CG coefficients."""
    diagonal = 1.0 / alphas[:k]
    diagonal[1:] += betas[:k - 1] / alphas[:k - 1]
    T = np.diag(diagonal)
    for j in range(k - 1):
        T[j, j + 1] = T[j + 1, j] = np.sqrt(betas[j]) / alphas[j]
    return T


def krylov_basis(A, start, size):
    """Orthonormal Krylov basis with complete, repeated orthogonalization."""
    V = np.zeros((len(start), size))
    V[:, 0] = start / np.linalg.norm(start)
    for j in range(1, size):
        w = A @ V[:, j - 1]
        for _ in range(2):
            w = w - V[:, :j] @ (V[:, :j].T @ w)
        V[:, j] = w / np.linalg.norm(w)
    return V


def check_equivalence(A, b, x0, k):
    """Compare CG with the explicit projection of A on the Krylov space."""
    alphas, betas, X, R, P = conjugate_gradients(A, b, x0, k)
    V = krylov_basis(A, b - A @ x0, k + 1)
    projected = V.T @ A @ V
    T = projected[:k, :k]
    scale = np.linalg.norm(A, 2)
    T_cg = tridiagonal_from_cg(alphas, betas, k)
    assert np.max(np.abs(T - T_cg)) < 1e-8 * scale
    next_offdiagonal = np.sqrt(betas[k - 1]) / alphas[k - 1]
    assert abs(projected[k, k - 1] - next_offdiagonal) < 1e-8 * scale

    # Pivots and multipliers from an independent Cholesky factorization.
    C = np.linalg.cholesky(T)
    root_pivots = np.diag(C)
    L = C / root_pivots
    assert np.allclose(root_pivots**2, 1 / alphas, rtol=1e-8)
    assert np.allclose(np.diag(L, -1), np.sqrt(betas[:k - 1]), rtol=1e-8)

    # Galerkin solutions, alternating residual signs, scaled directions.
    r0_norm = np.linalg.norm(R[0])
    Q = np.linalg.solve(L, V[:, :k].T).T
    for j in range(1, k + 1):
        rhs = np.zeros(j)
        rhs[0] = r0_norm
        galerkin = x0 + V[:, :j] @ np.linalg.solve(T[:j, :j], rhs)
        assert np.linalg.norm(galerkin - X[j]) < 1e-8 * np.linalg.norm(X[j])
        size = np.linalg.norm(R[j])
        assert np.linalg.norm(R[j] - (-1)**j * size * V[:, j]) < 1e-8 * size
        signed = (-1)**(j - 1) * np.linalg.norm(R[j - 1])
        error = np.linalg.norm(P[j - 1] - signed * Q[:, j - 1])
        assert error < 1e-8 * np.linalg.norm(P[j - 1])

    # Conjugacy of all pairs of directions, not only neighbouring ones.
    D = np.array(P[:k]).T
    gram = D.T @ A @ D
    norms = np.sqrt(np.diag(gram))
    assert np.max(np.abs(gram / np.outer(norms, norms) - np.eye(k))) < 1e-8

    # Ritz residuals computed from their definition, and the error bound.
    theta, S = np.linalg.eigh(T_cg)
    U = V[:, :k] @ S
    direct = np.linalg.norm(A @ U - U * theta, axis=0)
    bounds = next_offdiagonal * np.abs(S[-1])
    assert np.max(np.abs(direct - bounds)) < 1e-8 * scale
    spectrum = np.linalg.eigvalsh(A)
    distance = np.min(np.abs(theta[:, None] - spectrum[None, :]), axis=1)
    assert np.all(distance <= bounds + 1e-10 * scale)
    return theta, bounds, distance


# General test: random eigenvectors and a nonzero starting point.
rng = np.random.default_rng(7)
basis, _ = np.linalg.qr(rng.normal(size=(12, 12)))
A_random = basis @ np.diag(np.linspace(1.0, 30.0, 12)) @ basis.T
A_random = (A_random + A_random.T) / 2
check_equivalence(A_random, rng.normal(size=12), rng.normal(size=12), 7)

# Without definiteness a pivot can vanish although the system is solvable.
A_indefinite = np.diag([1.0, -1.0])
b_indefinite = np.array([1.0, 1.0])
v_first = b_indefinite / np.linalg.norm(b_indefinite)
first_pivot = v_first @ A_indefinite @ v_first
assert abs(first_pivot) < 1e-14
x_indefinite = np.linalg.solve(A_indefinite, b_indefinite)
assert np.allclose(A_indefinite @ x_indefinite, b_indefinite)

# Electron in a box: finite-difference Hamiltonian on the full grid.
width = 1.0
half_points = 9
full_points = 2 * half_points + 1
spacing = width / (full_points + 1)
hopping = (const.hbar**2 / (2 * const.m_e * (spacing * 1e-9)**2)) / const.e
position = spacing * np.arange(-half_points, half_points + 1)


def laplacian_matrix(n):
    return hopping * (2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1))


H_full = laplacian_matrix(full_points)
energies, states = np.linalg.eigh(H_full)
E_ground = energies[0]
ground = states[:, 0] * np.sign(states[half_points, 0])

# Odd sector on the right half; sqrt(2) keeps the full-grid norm.
A = laplacian_matrix(half_points) - E_ground * np.eye(half_points)
right = slice(half_points + 1, full_points)
b = np.sqrt(2) * position[right] * ground[right]
excitations = np.linalg.eigvalsh(A)
assert excitations[0] > 0
assert np.allclose(excitations, energies[1::2] - E_ground, atol=1e-10)

shown = 5
x_start = np.zeros(half_points)
theta, bounds, distance = check_equivalence(A, b, x_start, shown)
alphas, betas, X, R, P = conjugate_gradients(A, b, x_start, half_points)
T_shown = tridiagonal_from_cg(alphas, betas, shown)

# Finite termination: solution and the complete spectrum.
assert np.linalg.norm(b - A @ X[-1]) < 1e-9 * np.linalg.norm(b)
T_complete = tridiagonal_from_cg(alphas, betas, half_points)
ritz_complete = np.linalg.eigvalsh(T_complete)
assert np.allclose(ritz_complete, excitations, rtol=1e-7)

# Polarizability divided by e^2, accumulated from the CG coefficients.
residual_norms = np.array([np.linalg.norm(r) for r in R])
response = 2 * np.cumsum(alphas * residual_norms[:half_points]**2)
for k in range(1, half_points + 1):
    assert abs(response[k - 1] - 2 * b @ X[k]) < 1e-10 * response[-1]
response_direct = 2 * b @ np.linalg.solve(A, b)
assert abs(response[-1] - response_direct) < 1e-10 * response_direct
assert np.all(np.diff(response[:shown]) > 0)

# Independent physical test: energy curvature in a finite electric field.
force = 0.01
E_plus = np.linalg.eigvalsh(H_full + force * np.diag(position))[0]
E_minus = np.linalg.eigvalsh(H_full - force * np.diag(position))[0]
response_field = -(E_plus + E_minus - 2 * E_ground) / force**2
# The tolerance allows for the fourth-order energy and for cancellation.
assert abs(response_field / response_direct - 1) < 1e-4
polarizability_SI = const.e * response[-1] * 1e-18

# Floating-point test: one isolated eigenvalue above a dense group.
n_group, copy_steps, top = 60, 25, 100.0
A_copy = np.diag(np.append(np.linspace(1.0, 2.0, n_group - 1), top))
b_copy = np.ones(n_group)
a_c, b_c, _, R_c, _ = conjugate_gradients(
    A_copy, b_copy, np.zeros(n_group), copy_steps)
ritz_cg = np.linalg.eigvalsh(tridiagonal_from_cg(a_c, b_c, copy_steps))
V_copy = krylov_basis(A_copy, b_copy, copy_steps)
ritz_control = np.linalg.eigvalsh(V_copy.T @ A_copy @ V_copy)
copies_cg = int(np.sum(np.abs(ritz_cg - top) < 1e-6 * top))
copies_control = int(np.sum(np.abs(ritz_control - top) < 1e-6 * top))
unit_residuals = np.array([r / np.linalg.norm(r) for r in R_c[:copy_steps]])
overlap = np.max(np.abs(unit_residuals @ unit_residuals.T
                        - np.eye(copy_steps)))
control_overlap = np.max(np.abs(V_copy.T @ V_copy - np.eye(copy_steps)))
assert copies_cg >= 2 and copies_control == 1
assert overlap > 0.1 and control_overlap < 1e-12

print(f"box width = {width:.2f} nm, spacing = {spacing:.3f} nm")
print(f"grid points: full = {full_points}, right half = {half_points}")
print(f"hbar^2/(2 m spacing^2) = {hopping:.6f} eV")
print(f"ground energy E0 = {E_ground:.6f} eV")
print(f"norm of b = r_0 = {residual_norms[0]:.8f} nm")
print("CG coefficients: j, alpha_j (1/eV), 1/alpha_j (eV), beta_j")
for j in range(shown):
    print(f"  {j}  {alphas[j]:.8f}  {1 / alphas[j]:.6f}  {betas[j]:.8f}")
print("residual norms: k, |r_k| (nm)")
for k in range(1, shown + 1):
    print(f"  {k}  {residual_norms[k]:.4e}")
print("T diagonal (eV):", " ".join(f"{v:.6f}" for v in np.diag(T_shown)))
print("T off-diagonal (eV):",
      " ".join(f"{v:.6f}" for v in np.diag(T_shown, 1)))
print(f"next off-diagonal = {np.sqrt(betas[4]) / alphas[4]:.6f} eV")
print("lowest Ritz value: k, theta_min (eV)")
for k in range(1, shown + 1):
    lowest = np.linalg.eigvalsh(tridiagonal_from_cg(alphas, betas, k))[0]
    assert lowest >= excitations[0] - 1e-10
    print(f"  {k}  {lowest:.8f}")
print("k=5: Ritz value, error bound, distance to nearest eigenvalue (eV)")
for value, bound, gap in zip(theta, bounds, distance):
    print(f"  {value:.6f}  {bound:.3e}  {gap:.3e}")
print("eigenvalues of A (eV):", " ".join(f"{v:.5f}" for v in excitations))
print(f"k=9: largest Ritz error = "
      f"{np.max(np.abs(ritz_complete - excitations)):.1e} eV")
print("polarizability/e^2: k, value (nm^2/eV)")
for k in list(range(1, shown + 1)) + [half_points]:
    print(f"  {k}  {response[k - 1]:.10f}")
print(f"finite-field value = {response_field:.8f} nm^2/eV")
print(f"field force used = {force:.3f} eV/nm")
print(f"polarizability = {polarizability_SI:.6e} C m^2/V")
print(f"indefinite 2x2 example: first pivot = {abs(first_pivot):.1e}")
print(f"copy test: size = {n_group}, steps = {copy_steps}, top = {top:.0f}")
print(f"copies of top Ritz value: CG = {copies_cg}, "
      f"reorthogonalized = {copies_control}")
print(f"largest overlap: CG = {overlap:.3f}, "
      f"reorthogonalized = {control_overlap:.1e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
box width = 1.00 nm, spacing = 0.050 nm
grid points: full = 19, right half = 9
hbar^2/(2 m spacing^2) = 15.239928 eV
ground energy E0 = 0.375258 eV
norm of b = r_0 = 0.18075032 nm
CG coefficients: j, alpha_j (1/eV), 1/alpha_j (eV), beta_j
  0  0.86819099  1.151820  0.18017296
  1  0.07688655  13.006176  0.71794514
  2  0.04383674  22.811913  0.38222361
  3  0.04178743  23.930643  0.33266639
  4  0.03933869  25.420269  0.27585196
residual norms: k, |r_k| (nm)
  1  7.6723e-02
  2  6.5008e-02
  3  4.0191e-02
  4  2.3181e-02
  5  1.2175e-02
T diagonal (eV): 1.151820 13.213703 32.149634 32.649894 33.381190
T off-diagonal (eV): 0.488911 11.020347 14.103291 13.802534
next off-diagonal = 13.351135 eV
lowest Ritz value: k, theta_min (eV)
  1  1.15182029
  2  1.13203547
  3  1.12258733
  4  1.11854172
  5  1.11706632
k=5: Ritz value, error bound, distance to nearest eigenvalue (eV)
  1.117066  1.055e-01  5.336e-04
  5.827924  2.415e+00  3.820e-01
  16.929468  7.007e+00  3.756e+00
  35.422846  9.114e+00  4.101e+00
  53.248937  6.343e+00  1.514e+00
eigenvalues of A (eV): 1.11653 5.44588 12.18899 20.68581 30.10460 39.52339 48.02021 54.76332 59.09267
k=9: largest Ritz error = 2.1e-14 eV
polarizability/e^2: k, value (nm^2/eV)
  1  0.0567287752
  2  0.0576339409
  3  0.0580044572
  4  0.0581394567
  5  0.0581817348
  9  0.0581948119
finite-field value = 0.05819473 nm^2/eV
field force used = 0.010 eV/nm
polarizability = 9.323837e-39 C m^2/V
indefinite 2x2 example: first pivot = 2.2e-17
copy test: size = 60, steps = 25, top = 100
copies of top Ritz value: CG = 4, reorthogonalized = 1
largest overlap: CG = 0.980, reorthogonalized = 1.3e-15
ALL CHECKS PASSED
```
